# Particle size and number density versus depth in internal oxidation, part 2

A planar alloy, $x>0$, is oxidised internally at 1173 K. The problem is to explain why its oxide particles grow larger and sparser with depth. In the example, the radius is 17 nm at 20 µm and 173 nm at 200 µm, while the number density falls from $8.7\times10^{14}$ to $8.7\times10^{11}\ \mathrm{cm^{-3}}$.

Solute B has initial mole fraction $N_B$, and oxygen is held at $N_O$ at the surface. Their diffusivities are $D_B$ and $D_O$, and their local dissolved fractions are $c_B$ and $c_O$. Mole fractions divided by the alloy's constant molar volume $V_m$ are concentrations. The oxide BO$_\nu$ forms at a front at depth $\xi(t)$ with speed $v$. Assumption 1 is that the oxide is so stable that dissolved oxygen and dissolved solute do not coexist. Behind the front, $c_O$ falls almost linearly from $N_O$ to zero. When oxygen diffusion controls the speed,

$$v=\frac{K}{\xi},\qquad K=\frac{N_OD_O}{\nu EN_B}. \tag{3}$$

$$\xi^2=2Kt. \tag{4}$$

Here $E$, the ratio of precipitated to original solute in a layer, is the same at all depths. For slow solute ($D_B\ll K$), at distance $y=x-\xi$ ahead of the front,

$$c_B\simeq N_B\left(1-e^{-vy/D_B}\right). \tag{12}$$

The mean distance $L$ between neighbouring particles is assumed to be

$$L=\alpha\,\frac{D_B}{v}, \tag{16}$$

with $\alpha$ a dimensionless constant. In a one-dimensional model, oxide planes hold $c_B$ at zero, and a new plane forms when solute at the oxygen front recovers to a fraction $\theta$ of $N_B$. At constant speed and $\theta=0.5$, simulation gave $\alpha=1.23$. Separately, a finite-difference solution of the two diffusion equations, with $N_O/(\nu N_B)=0.2$ and $D_B/D_O=0.04$, tested the front theory.

The example has $N_O=3.0\times10^{-5}$, $N_B=0.010$, $\nu=1.5$, $D_O=1.0\times10^{-5}\ \mathrm{cm^2/s}$ and $D_B=1.0\times10^{-9}\ \mathrm{cm^2/s}$. These give $K=1.91\times10^{-8}\ \mathrm{cm^2/s}$, $E=1.048$ and $u=\xi/(2\sqrt{D_Bt})=3.09$.

**From speed to depth.** Inserting $v=K/\xi$ into (16) gives

$$L=b\,\xi,\qquad b=\frac{\alpha D_B}{K}. \tag{17}$$

The spacing is now a local property of the finished material: a particle found at depth $\xi$ formed when the front was there. Using one value of $v$ for one spacing requires $L\ll\xi$. Since $v\propto1/\xi$, the relative change of speed over a distance $L$ is $L/\xi=b$ to leading order.

The plane model was also run with a parabolic front, for $D_B/K=0.025$ and depths between about 1500 and 2600 cells. The ratio of spacing to depth was 0.0303 in the shallower half and 0.0301 in the deeper half, so the spacing grew in proportion to depth. The corresponding $\alpha$ was 1.21, about 2 % below the constant-speed value. The change of speed over one spacing is an effect of this order.

**Number density.** If the spacing is similar in all three directions, each particle has a cell of volume $L^3$, which defines $L$ in terms of the density. Then

$$n=\frac{1}{L^3}=\frac{1}{b^3\xi^3}. \tag{18}$$

The third power is geometric. Doubling the depth doubles the spacing along the front's motion and along both directions in its plane.

**Radius.** One mole of original alloy, with volume $V_m$, ends up with $EN_B$ moles of precipitated solute. If the oxide has volume $V_{ox}$ per mole of solute, the oxide volume per unit volume of original alloy is

$$f=EN_B\frac{V_{ox}}{V_m}. \tag{19}$$

Let each cell contain one compact particle, represented by a sphere of radius $r$. Then $(4\pi/3)r^3=fL^3$, and with (17)

$$r=\left(\frac{3f}{4\pi}\right)^{1/3}L=\left(\frac{3f}{4\pi}\right)^{1/3}\frac{\alpha D_B}{K}\,\xi. \tag{20}$$

Because $E$ is the same at all depths, so is $f$, and the radius is proportional to depth. Equations (18) and (20) state one conservation law in two ways: $nr^3=3f/(4\pi)$ is independent of depth. Deep layers hold the same amount of oxide as shallow ones, divided among fewer particles. The interface area per unit volume, $4\pi r^2n=3f/r$, therefore falls as $1/\xi$.

The finite-difference solution from the first half gives a test of both exponents. Its computed front speeds were put into (16) with $\alpha=0.1$, and its deposited oxide was used for the particle volume, with $f=0.02E$. Fits over front depths of 30 to 95 cells gave $r\propto\xi^{1.009}$ and $n\propto\xi^{-3.026}$. This tests the step from (16) to the depth laws, and takes (16) itself as given.

**What the spacing assumption alone implies.** Without the parabolic law, (16), (18) and the solute balance give

$$r\propto\frac{f^{1/3}}{v},\qquad n\propto v^3. \tag{21}$$

The linear and inverse-cubic depth laws need two further facts: $v\propto1/\xi$ and a uniform $f$. A front driven at constant speed would leave a uniform spacing after its start-up period.

A slow surface step provides an intermediate case. Let oxygen enter at a rate $k(N_O-N_s)$ per unit area, in units of $1/V_m$, where $N_s$ is the actual surface fraction. In the quasi-steady state this equals $D_ON_s/\xi$. Solving for $N_s$ gives $N_s=kN_O\xi/(k\xi+D_O)$, and the flux becomes

$$\frac{D_ON_s}{\xi}=\frac{N_OD_O}{\xi+\xi_0},\qquad \xi_0=\frac{D_O}{k}. \tag{22}$$

Oxygen now enters at a finite rate, so at first all of it is bound by solute at the surface itself. Once the solute there is used up, the front moves inwards at a finite speed. The extra solute is held at the surface and in a start-up layer whose depth is of order $D_B\xi_0/K$. For slow solute this layer is thin compared with $\xi_0$. Below it, $E\simeq1$ and $f$ is nearly uniform, so that $v\simeq K/(\xi+\xi_0)$ and $r\propto\xi+\xi_0$ to a good approximation. The radius there is still nearly linear in depth, but the line does not pass through the origin. Proportionality returns when $\xi\gg\xi_0$.

**Dependence on the alloy.** Substituting $K$ and $f$ into (20) shows what sets the slope:

$$\frac{r}{\xi}=\alpha\,\frac{\nu D_B}{N_OD_O}\left(\frac{3V_{ox}}{4\pi V_m}\right)^{1/3}(EN_B)^{4/3}. \tag{23}$$

With $\alpha$, the diffusivities and the molar volumes fixed, and for $E\simeq1$, the radius at a given depth varies as $N_B^{4/3}$ and as $1/N_O$. More solute slows the front and also gives each cell more oxide. More oxygen speeds the front and refines the particles. Enrichment enters as $E^{4/3}$: in the example it raises the radius by 6.4 % above the value for $E=1$.

**The worked example.** The remaining parameters are $V_{ox}=12.8\ \mathrm{cm^3/mol}$, $V_m=7.1\ \mathrm{cm^3/mol}$ and a chosen $\alpha=0.10$. From (17), (19) and (20),

$$b=\frac{(0.10)(1.0\times10^{-9})}{1.908\times10^{-8}}=0.00524,\qquad
f=(1.048)(0.010)\frac{12.8}{7.1}=0.0189,$$

$$\frac{r}{L}=\left(\frac{3\times0.0189}{4\pi}\right)^{1/3}=0.1652,\qquad
\frac{r}{\xi}=(0.00524)(0.1652)=8.7\times10^{-4}.$$

The radius thus grows by 0.87 nm for each micrometre of depth. At 100 µm the exposure time is

$$t=\frac{(1.0\times10^{-2}\ \mathrm{cm})^2}{2(1.908\times10^{-8}\ \mathrm{cm^2/s})}=2.6\times10^3\ \mathrm{s}=0.73\ \mathrm{h}.$$

The spacing there is 524 nm, the radius is 87 nm, and $n=(5.24\times10^{-5}\ \mathrm{cm})^{-3}=7.0\times10^{12}\ \mathrm{cm^{-3}}$. At 20 µm the spacing is 105 nm and at 200 µm it is 1048 nm. With the radii from (20), these give the values quoted at the start.

The number of particles per unit area of surface between depths $z_1$ and $z_2$ follows by integrating (18):

$$\int_{z_1}^{z_2}\frac{dz}{b^3z^3}=\frac{1}{2b^3}\left(\frac{1}{z_1^2}-\frac{1}{z_2^2}\right). \tag{24}$$

Between 20 and 200 µm this is $8.6\times10^{11}\ \mathrm{cm^{-2}}$. About three quarters of these particles lie above 40 µm. For the simulated planes under the parabolic front, with one particle assigned to each area $L^2$, a direct sum gave 0.998 times the value of (24).

**Where the result fails.** Close to the surface (20) predicts particles smaller than a nucleus can be. If the smallest radius is taken as 1 nm, the linear law can begin only below about 1.2 µm.

The particles must also take up solute as fast as the moving front requires. Steady diffusion to a sphere, in surroundings with dissolved solute fraction $c$, delivers $4\pi D_Brc/V_m$ moles per unit time. For $E\simeq1$ each particle must collect $N_BL^3/V_m$ moles while the front advances by one spacing, which takes $L/v=L^2/(\alpha D_B)$ by (16). Equating the amount delivered in this time to the amount required gives

$$\frac{c}{N_B}=\frac{\alpha L}{4\pi r}, \tag{25}$$

which is 0.05 here. A small value means that little solute needs to stay dissolved around the particles for them to keep up with the front. The same ratio compares the time $L^3/(4\pi D_Br)$, in which a sphere of radius $r$ could drain one cell, with the passage time $L/v$. The estimate uses the final radius, and a particle that is still small needs a larger $c$. With $\alpha=0.10$ the depleted layer of (12) is ten spacings thick, so most of the solute in a particle comes from alloy further ahead and not from its own cell. At fixed $f$ the ratio (25) grows with $\alpha$. For $\alpha=1.23$ it would be about 0.6, and the assumption that the particles keep up with the front would be doubtful.

Particles may later exchange solute. Adding a volume $dV$ to a sphere increases its area by $2\,dV/r$. With interface energy $\gamma$, the chemical potential of the oxide rises by $2\gamma V_{ox}/r$ per mole of solute. If $N_r$ is the residual solute fraction beside a flat interface, the excess beside the particle is approximately $N_r\,2\gamma V_{ox}/(rRT)$ at fixed oxygen content, where $R$ is the gas constant. Steady diffusion driven by this whole excess changes the particle volume at the rate $4\pi D_Br\,(V_{ox}/V_m)$ times the excess. Equating that to $4\pi r^2\,dr/dt$ in magnitude gives

$$\left|\frac{d(r^3)}{dt}\right|=\frac{6\gamma V_{ox}^2N_rD_B}{V_mRT}. \tag{26}$$

Neighbouring particles also raise the solute content between them, so for particles of near-average size the driving difference is smaller than the whole excess, and (26) is an upper estimate. With assumed values $\gamma=1.0\ \mathrm{J/m^2}$ and $N_r=10^{-9}$, both held constant, it limits the change of radius at 20 µm to about 0.1 % during the whole 2.9 h exposure. On the same basis a 10 % increase would need $N_r$ of at least about $10^{-7}$. In the oxidised zone $N_r$ varies as $c_O^{-\nu}$, so it is larger where less oxygen is dissolved. If $10^{-9}$ is its value at the surface, this raises the limit at 20 µm to about 0.2 %, counted from the moment when the front is one spacing past the particle. The surface value needed for a 10 % increase then falls to about $6\times10^{-8}$. Both figures depend on where the count begins, because dissolved oxygen vanishes at the front and (26) does not apply while the particle is still forming. These figures hold for 20 µm only. The limit rises steeply towards the surface, where particles are smallest and oldest: at 2 µm the same estimate with the same values allows the radius to grow by more than half, and $2\gamma V_{ox}/(rRT)$ exceeds one there, so the linear form of the excess also fails. The estimate therefore does not secure the depth law in the first few micrometres, and a less stable oxide could lose it through coarsening to greater depths.

The speed changes by 0.5 % over one spacing, and the oxide swells the alloy by 0.8 % in volume. Both are small beside the uncertainty in $\alpha$.

**Comparison with a real alloy.** The parameters are round values in the rough regime of dilute copper–aluminium near 1173 K, with the oxygen content set by equilibrium with copper oxide. Alumina is very stable there, which favours assumption 1. Near the surface, where the oxygen content is highest, copper aluminate may form instead; the model leaves this out. Particle radii of tens of nanometres are plausible for such alloys, but here they follow from the choice $\alpha=0.10$, which is far below the 1.23 of the plane model at $\theta=0.5$. In that model a lower threshold gives a smaller $\alpha$, so the two values do not conflict. Real alloys most directly strain the assumption of a single, constant $\alpha$: nucleation may vary with depth, and grain boundaries offer other sites and faster paths. At fixed $f$ and $K$, a factor of two in $\alpha$ changes the radius by two and the number density by eight. If $\alpha$ drifts with depth, the exponents change as well. Particle shape and the spread of sizes also lie outside the model, so (20) gives the radius of a sphere with the mean particle volume. The numerical output lists the values at each depth.

## Computed values

```
TESTS
radius exponent, simulated: 1.009
density exponent, simulated: -3.026
oxide-fraction exponent, simulated: -0.000
K simulated / theory: 1.008
E simulated, theory: 1.187, 1.187
threshold (fraction of bulk solute): 0.50
constant speed, D_B/v = 30 cells: alpha = 1.233, mean gap 37.00 then 37.00 cells
constant speed, D_B/v = 60 cells: alpha = 1.233, mean gap 74.00 then 74.00 cells
alpha, parabolic front: 1.207
L/depth, shallow half: 0.03025
L/depth, deep half: 0.03011
particle count, sum / formula: 0.998
EXAMPLE INPUTS
T = 1173 K
N_O = 3.0e-05, N_B = 0.010, nu = 1.5
D_O = 1.0e-05 cm2/s, D_B = 1.0e-09 cm2/s
alpha = 0.10
V_ox = 12.8 cm3/mol, V_m = 7.1 cm3/mol
EXAMPLE RESULTS
K with E = 1: 2.000e-08 cm2/s
K self-consistent: 1.908e-08 cm2/s
u = 3.089, E = 1.0480
oxide volume fraction f = 0.01889
L/depth = 0.00524
r/L = 0.1652
r/depth = 0.8657 nm per um
depth 20 um: t = 0.029 h, L = 104.8 nm, r = 17.31 nm, n = 8.689e+14 cm^-3
depth 50 um: t = 0.182 h, L = 262.0 nm, r = 43.29 nm, n = 5.561e+13 cm^-3
depth 100 um: t = 0.728 h, L = 524.0 nm, r = 86.57 nm, n = 6.951e+12 cm^-3
depth 200 um: t = 2.911 h, L = 1048.0 nm, r = 173.15 nm, n = 8.689e+11 cm^-3
particles from 20 to 200 um: 8.602e+11 cm^-2
NEGLECTED OR SMALL EFFECTS
enrichment raises r by 6.45 %
oxygen storage changes K by -0.066 %
speed change over one spacing: 0.52 %
cell drain time / front passage time: 0.048
volume swelling: 0.84 %
assumed smallest particle radius: 1.0 nm
linear law starts below this depth: 1.16 um
assumed interface energy: 1.0 J/m2
assumed residual solute fraction: 1.0e-09
coarsening bound on r at 20 um: 0.0954 %
residual fraction for a 10 % change: 1.15e-07
```
